\section*{Threshold Shift and Body Effect of an Infinitely Shallow Channel Implant}

\section{Definitions and conventions}

Consider a long n-channel MOS transistor on a uniform p-type silicon substrate with acceptor density $N_A$. The coordinate $x$ starts at the oxide interface and points into the silicon. The potential $\psi(x)$ is zero in the neutral bulk, and $\psi_s=\psi(0)$ is the surface band bending. The field $E=-d\psi/dx$ is positive when it points into the silicon. The permittivities are $\epsilon_s$ for silicon and $\epsilon_{ox}$ for the oxide, whose capacitance per area is $C_{ox}=\epsilon_{ox}/t_{ox}$. The elementary charge is $q>0$, and $\theta=kT/q$ is the thermal voltage.

The source is biased at $V_{SB}\ge 0$ above the bulk. The threshold $V_T$ is a gate-to-source voltage. The flat-band voltage $V_{FB}$ is the gate-to-bulk voltage at which the silicon holds no charge \emph{before} the implant. It is kept at that value throughout, so that the implant charge is not counted twice. Further,
\begin{equation}
\phi_F=\theta\ln\frac{N_A}{n_i},\qquad
\gamma=\frac{\sqrt{2q\epsilon_sN_A}}{C_{ox}},\qquad
\Psi=2\phi_F+V_{SB},
\end{equation}
where $n_i$ is the intrinsic density.

The implant is a sheet of $D$ ionized acceptors per area at depth $x_i$, and ``infinitely shallow'' means $x_i\to0$ at fixed $D$. The result to be derived is
\begin{equation}
V_T=V_{FB}+2\phi_F+\gamma\sqrt{2\phi_F+V_{SB}}+\frac{qD}{C_{ox}} .
\label{result}
\end{equation}
The last term does not contain $V_{SB}$, and $\gamma$ contains the bulk doping alone.

Threshold must be defined by a state of the silicon that keeps its meaning when a sheet is present. The main criterion here is $\psi_s=\Psi$, with $\phi_F$ taken from the bulk doping. A fixed number of electrons per area is a second possibility. The condition that the surface electron density equal the local doping is unusable, because the local doping of a sheet is infinite.

Both derivations use the same voltage loop. Let $Q$ be the magnitude of the negative charge per area in the silicon, sheet included. Gauss's law gives the oxide field as $Q/\epsilon_{ox}$, so the oxide drops $Q/C_{ox}$ beyond its flat-band value. The gate-to-bulk voltage is therefore $V_{FB}+\psi_s+Q/C_{ox}$, and subtracting $V_{SB}$ refers it to the source:
\begin{equation}
V_{GS}=V_{FB}+\psi_s-V_{SB}+\frac{Q}{C_{ox}} .
\label{loop}
\end{equation}
This assumes a one-dimensional field, an equipotential gate and an oxide charge that the implant leaves unchanged.

\section{First derivation: the silicon below the sheet}

\subsection{The rigid shift}

With Boltzmann statistics, the holes in equilibrium with the bulk and the electrons with the source, the densities are
\begin{equation}
p=N_Ae^{-\psi/\theta},\qquad
n=\frac{n_i^2}{N_A}\,e^{(\psi-V_{SB})/\theta}.
\label{densities}
\end{equation}
Away from the sheet, Poisson's equation is
\begin{equation}
\frac{d^2\psi}{dx^2}=\frac{q}{\epsilon_s}\left(N_A+n-p\right).
\label{poisson}
\end{equation}
Without an implant, a given $\psi_s$ and the condition $\psi\to0$ in the bulk fix the solution. Call its surface field $E_0(\psi_s)$ and its charge $Q_0(\psi_s)=\epsilon_sE_0(\psi_s)$. Both also depend on $V_{SB}$.

Now insert the sheet and hold $\psi_s$ fixed. Write $\psi_i=\psi(x_i)$. The silicon beyond $x_i$ obeys (\ref{poisson}) with the same bulk condition, so the field just below the sheet is $E_0(\psi_i)$. Integrating Poisson's equation across the sheet gives
\begin{equation}
E(x_i^-)-E(x_i^+)=\frac{qD}{\epsilon_s}.
\label{jump}
\end{equation}
The layer between interface and sheet has a charge of magnitude at most $q(N_A+n_s)x_i$, where $n_s=n(0)$ is its largest electron density. Hence
\begin{equation}
E(0)\le E_0(\psi_i)+\frac{qD}{\epsilon_s}+\frac{q(N_A+n_s)x_i}{\epsilon_s},
\qquad
0\le\psi_s-\psi_i\le E(0)\,x_i .
\end{equation}
The field stays finite as $x_i\to0$, so the potential drop above the sheet vanishes. So does the charge of that thin layer. Therefore $\psi_i\to\psi_s$, and the total charge tends to
\begin{equation}
Q=Q_0(\psi_s,V_{SB})+qD .
\label{charge}
\end{equation}
The sheet makes the field jump but leaves the potential continuous, so the silicon beneath it is in its old state. Inserting (\ref{charge}) in (\ref{loop}) gives
\begin{equation}
V_{GS}(\psi_s,V_{SB};D)=V_{GS}(\psi_s,V_{SB};0)+\frac{qD}{C_{ox}} .
\label{rigid}
\end{equation}
Within this model the gate voltage needed for each band bending rises by the same amount, in depletion and in strong inversion. The number of electrons per area at given $\psi_s$ is also unchanged in the limit. Both threshold criteria thus give the same shift, and differentiating (\ref{rigid}) at fixed threshold state shows that $dV_T/dV_{SB}$ is unchanged.

For ionized donors the sheet charge has the opposite sign. The field is again finite, the same limit applies, and the shift is $-qD/C_{ox}$. Full ionization is a real restriction here, because the electron Fermi level at the surface approaches the donor level. In the example of the last section, an isolated donor level 0.045 eV below the conduction band is about 4\% neutral at threshold and about two thirds neutral at 0.1 V more bending. For donors the rigid shift therefore does not extend into strong inversion.

\subsection{The unimplanted threshold}

It remains to find $Q_0$. Multiply (\ref{poisson}) by $2\,d\psi/dx$. The left side becomes $d(E^2)/dx$. Integrating from the bulk, where $E=\psi=0$, to the surface gives
\begin{align}
E_0^2&=\frac{2q}{\epsilon_s}\int_0^{\psi_s}(N_A+n-p)\,d\psi\nonumber\\
&=\frac{2q}{\epsilon_s}\left[N_A\psi_s+\theta\,(n_s-n_b)
+\theta N_A\left(e^{-\psi_s/\theta}-1\right)\right],
\end{align}
where $n_b=n(\psi=0)$ is the bulk electron density. Near threshold $n_b$ and $e^{-\psi_s/\theta}$ are negligible, which leaves
\begin{equation}
Q_0^2=\epsilon_s^2E_0^2=2q\epsilon_sN_A\left[\psi_s-\theta+\theta\,\frac{n_s}{N_A}\right].
\label{first}
\end{equation}
The term $-\theta$ comes from the holes that soften the depletion edge, and the last term comes from the electrons. At $\psi_s=2\phi_F+V_{SB}$, equation (\ref{densities}) gives
\begin{equation}
n_s=\frac{n_i^2}{N_A}e^{2\phi_F/\theta}
=\frac{n_i^2}{N_A}\,\frac{N_A^2}{n_i^2}=N_A .
\end{equation}
The two thermal terms cancel, so $Q_0=\sqrt{2q\epsilon_sN_A\Psi}=\gamma C_{ox}\sqrt{\Psi}$. With (\ref{charge}) and (\ref{loop}), and $\psi_s-V_{SB}=2\phi_F$, this is (\ref{result}).

\section{Second derivation: depletion with a sheet at finite depth}

The second route keeps $x_i$ finite, solves for the depletion width, and takes the limit at the end. Electrons are neglected, and holes are taken to be absent for $x<W$ and to neutralize the acceptors for $x>W$. Let $x_i<W$. The field at $x$ is set by the acceptor charge between $x$ and $W$:
\begin{equation}
E(x)=\frac{q}{\epsilon_s}\times
\begin{cases}
N_A(W-x)+D, & 0<x<x_i,\\
N_A(W-x), & x_i<x<W.
\end{cases}
\end{equation}
Integrating the field from $0$ to $W$ gives the band bending,
\begin{equation}
\Psi=\frac{q}{\epsilon_s}\left(\frac{N_AW^2}{2}+Dx_i\right).
\label{bending}
\end{equation}
The sheet uses up a part $v=qDx_i/\epsilon_s$ of the available bending. The rest supports the bulk charge:
\begin{equation}
W=\sqrt{\frac{2\epsilon_s(\Psi-v)}{qN_A}},\qquad
Q=qN_AW+qD=\sqrt{2q\epsilon_sN_A(\Psi-v)}+qD .
\end{equation}
The loop (\ref{loop}) then yields
\begin{equation}
V_T=V_{FB}+2\phi_F+\frac{qD}{C_{ox}}
+\gamma\sqrt{2\phi_F+V_{SB}-\frac{qDx_i}{\epsilon_s}} .
\label{deep}
\end{equation}
As $x_i\to0$ at fixed $D$, $v\to0$ and (\ref{result}) follows. The charge of the sheet survives the limit, but its first moment $Dx_i$, through which it affects the depletion width, does not.

\subsection{How a finite depth spoils the result}

Subtracting the unimplanted threshold from (\ref{deep}) gives the shift
\begin{equation}
\Delta V_T=\frac{qD}{C_{ox}}-\gamma\left(\sqrt{\Psi}-\sqrt{\Psi-v}\right)
=\frac{qD}{C_{ox}}-\frac{\gamma v}{\sqrt{\Psi}+\sqrt{\Psi-v}} .
\label{deepshift}
\end{equation}
The subtracted term falls as $V_{SB}$ rises, so the shift grows with substrate bias. For $v\ll\Psi$ it becomes $\gamma v/(2\sqrt\Psi)$. Let $W_0=\sqrt{2\epsilon_s\Psi/(qN_A)}$ be the unimplanted depletion width. Then
\begin{equation}
\frac{\gamma}{2\sqrt\Psi}
=\frac{1}{C_{ox}}\sqrt{\frac{q\epsilon_sN_A}{2\Psi}}
=\frac{\epsilon_s}{C_{ox}W_0},
\qquad
\Delta V_T\simeq\frac{qD}{C_{ox}}\left(1-\frac{x_i}{W_0}\right).
\label{weight}
\end{equation}
At the fixed band-bending criterion, shallow therefore means $x_i\ll W_0$, together with $v\ll\Psi$.

Formula (\ref{deep}) needs $W>x_i$, which by (\ref{bending}) means $\Psi>qN_Ax_i^2/(2\epsilon_s)+v$. If $\Psi<qN_Ax_i^2/(2\epsilon_s)$, the depletion edge lies above the sheet. Holes then neutralize the sheet, and in the depletion approximation it has no effect. Between these limits the edge stays at $x_i$ while a part $D'<D$ of the sheet is uncovered:
\begin{equation}
\Psi=\frac{qN_Ax_i^2}{2\epsilon_s}+\frac{qD'x_i}{\epsilon_s},
\qquad
\frac{dV_T}{dV_{SB}}=\frac{q}{C_{ox}}\frac{dD'}{d\Psi}=\frac{\epsilon_s}{C_{ox}x_i}.
\end{equation}
In that range the implant sets the substrate-bias slope itself, the opposite of the shallow case.

\section{What each derivation assumes}

The first derivation keeps the mobile carriers. It shows that the shift does not rest on the depletion approximation and that it holds from depletion to strong inversion. At finite depth it only bounds the potential drop above the sheet and does not give the error of the shift. The second gives that error, but it treats the depletion edge as sharp and omits the electrons. Both need full ionization, a one-dimensional field and a gate without internal voltage drop. They agree on the unimplanted threshold because the thermal terms in (\ref{first}) cancel at $\psi_s=\Psi$. With a sheet at finite depth this cancellation is lost.

\subsection{The depth weight with mobile carriers}

For a small dose $\delta D$, the weight in (\ref{weight}) can be found without the depletion approximation. Let $\delta\psi$ be the change of potential at fixed $\psi_s$. Linearizing (\ref{poisson}) about the unimplanted solution gives
\begin{equation}
\delta\psi''=\kappa^2\delta\psi+\frac{q\,\delta D}{\epsilon_s}\,\delta(x-x_i),
\qquad \kappa^2=\frac{q(n+p)}{\epsilon_s\theta},
\end{equation}
with $\delta\psi=0$ at the surface and in the bulk. Differentiating (\ref{poisson}) once shows that the unimplanted field obeys $E''=\kappa^2E$. Multiply the equation for $\delta\psi$ by $E$, the equation for $E$ by $\delta\psi$, subtract, and integrate over the silicon:
\begin{equation}
\left[E\,\delta\psi'-E'\,\delta\psi\right]_0^\infty
=-E(0)\,\delta\psi'(0)=\frac{q\,\delta D}{\epsilon_s}E(x_i).
\end{equation}
Since $\delta Q=-\epsilon_s\,\delta\psi'(0)$, the threshold moves by
\begin{equation}
\delta V_T=\frac{q\,\delta D}{C_{ox}}\,\frac{E(x_i)}{E(0)} .
\label{fieldweight}
\end{equation}
An added acceptor counts in proportion to the field at its place. In depletion $E(x_i)/E(0)=1-x_i/W_0$, which is (\ref{weight}). At the interface the ratio is one at every $V_{SB}$.

\subsection{The electron-density criterion}

If threshold is a fixed number of electrons per area, a second length enters. In a surface field $E_0$ the electron density falls as $e^{-E_0x/\theta}$, so the layer has thickness $\theta/E_0$ and holds about $n_s\theta/E_0$ electrons per area. A sheet below this layer, but at a depth still much smaller than $W_0$, raises the field in it to $E_0+qD/\epsilon_s$. To hold the same number of electrons, $n_s$ must grow by the ratio of the fields. Since $n_s\propto e^{\psi_s/\theta}$, this needs extra bending
\begin{equation}
\Delta\psi_s=\theta\ln\left(1+\frac{qD}{\epsilon_sE_0}\right).
\label{extra}
\end{equation}
This does not vanish with $x_i/W_0$. It vanishes when the potential falls by much less than $\theta$ between interface and sheet, $x_i\ll\theta/(E_0+qD/\epsilon_s)$, which is the stricter meaning of ``infinitely shallow'' for this criterion. In the example below this length is 0.8 nm, so a real implant does not meet the condition. The depths of 0.05 to 0.2 nm used there are shorter than a silicon bond and serve only to take the limit.

\section{A boron threshold-adjust implant}

Take rough typical values for a submicron n-channel transistor: $t_{ox}=10$ nm, $N_A=10^{17}\ \mathrm{cm^{-3}}$, $D=10^{12}\ \mathrm{cm^{-2}}$, $n_i=10^{10}\ \mathrm{cm^{-3}}$ and $T=300$ K. The relative permittivities are 11.7 and 3.9. The gate is n$^+$ polysilicon with its Fermi level at the conduction-band edge. With a gap of 1.12 eV, the intrinsic level at midgap and no oxide charge, $V_{FB}=-(0.56+0.4167)\ \mathrm{V}=-0.977$ V. The other constants are $C_{ox}=0.3453\ \mu\mathrm{F/cm^2}$ and $\gamma=0.5276\ \mathrm{V^{1/2}}$. The shift is
\begin{equation}
\frac{qD}{C_{ox}}=\frac{0.1602\ \mu\mathrm{C/cm^2}}{0.3453\ \mu\mathrm{F/cm^2}}=0.464\ \mathrm{V}.
\end{equation}
At $V_{SB}=0$ the unimplanted threshold is
\begin{equation}
V_T=-0.977+0.833+0.5276\sqrt{0.833}=0.338\ \mathrm{V},
\end{equation}
and the implant raises it to 0.802 V. At $V_{SB}=3$ V the two values are 0.890 V and 1.354 V. Both thresholds rise by 0.551 V.

The finite-depth values below come from a finite-volume solution of (\ref{poisson}) by Newton iteration, with the sheet placed at a grid point. At a fixed density of $10^{10}$ electrons per cm$^2$ and $V_{SB}=0$, a sheet at 0.2 nm gives a shift 2.85 mV above $qD/C_{ox}$, and one at 0.1 nm an excess of 1.48 mV. The excess is close to the drop $qDx_i/\epsilon_s$ above the sheet, 1.55 mV at 0.1 nm. Linear extrapolation to zero depth from 0.05 and 0.1 nm gives 0.4640 V at each of the biases 0, 1, 2 and 3 V.

An implanted boron profile has a depth and a spread, which a sheet at the interface ignores. As a rough stand-in, put the whole dose at 25 nm. The sheet's field is $qD/\epsilon_s=0.155$ MV/cm, so $v\simeq0.39$ V. At fixed band bending the shifts are as follows.
\begin{center}
\begin{tabular}{ccc}
$V_{SB}$ (V) & formula (\ref{deepshift}) (V) & Poisson solution (V)\\
0 & 0.335 & 0.329\\
1 & 0.384 & 0.382\\
2 & 0.401 & 0.400\\
3 & 0.410 & 0.409
\end{tabular}
\end{center}
At zero bias the Poisson value is 29\% below $qD/C_{ox}$. It rises by 80 mV between 0 and 3 V, as the depletion width of the unimplanted device grows from 104 to 223 nm. The small-dose weight at 25 nm and zero bias is 0.743 from the solver, equal to the field ratio in (\ref{fieldweight}) to that accuracy. The depletion value $1-25/103.8$ is 0.759.

The electron-density criterion adds to the shift. With $E_0=0.161$ MV/cm the electron layer is 1.6 nm thick, and (\ref{extra}) gives about 17 mV of extra bending for a buried sheet. The solver also gives about 17 mV for a sheet at 5 nm. Quantum confinement adds more. Filling the levels of a triangular well for both groups of silicon valleys, at the electron number of the threshold state, requires 29 mV more bending than the classical layer in the field $E_0$, and 53 mV more in the field raised by the sheet. Each volt of bending costs $1+\epsilon_s/(C_{ox}W_0)=1.29$ V at the gate, so the quantum part raises the shift by about 30 mV and the classical part by about 22 mV. These estimates use the unimplanted depletion width and a sheet depth much smaller than it, so they are rough for a sheet at 25 nm, where the classical extra bending is 14 mV. They also leave out the electron charge that the sheet removes at fixed bending, worth about 4 mV at the gate. Measured from the Poisson shift at fixed bending, the classical addition is 26 mV for a sheet at 5 nm and 23 mV at 25 nm. Both additions partly offset the loss due to depth. For a sheet at the interface the field in the electron layer is unchanged, and both additions vanish.

The other omissions estimated here are smaller. A gate doped at $N_g=5\times10^{19}\ \mathrm{cm^{-3}}$ loses some electrons near the oxide and takes up a small voltage $\phi_g$. The depletion approximation $\phi_g=Q^2/(2q\epsilon_sN_g)$ would add 4.8 mV to the shift at 0 V and 8.4 mV at 3 V. It is too low, because $\phi_g$ is comparable with $\theta$ and the gate is only partly depleted. Keeping the gate electrons with Boltzmann statistics gives $Q^2=2q\epsilon_sN_g\left[\phi_g-\theta+\theta e^{-\phi_g/\theta}\right]$, and the additions become about 11 mV at 0 V and 13 mV at 3 V. The gate is degenerate at this doping, so Boltzmann statistics overstate its screening and these values are somewhat low. Fermi-Dirac statistics in a parabolic band give about 13 and 14 mV. They also place the gate Fermi level about 30 mV above the band edge assumed for $V_{FB}$, gap narrowing aside, which moves both thresholds alike and leaves the shift unchanged. The addition depends weakly on bias, even for an ideal sheet. If the dopants are placed independently, a gate of $1\ \mu\mathrm{m}^2$ covers $10^4\pm10^2$ of them, and this variation in number alone scatters the shift by 1\%, or 4.6 mV. The uneven potential of separate ions also lowers the mean shift at a fixed electron number, because electrons gather where the potential is higher. A uniform sheet leaves this effect out, and it is not sized here. At threshold and zero bias, the Fermi level at the surface lies so far above the boron level, taken 0.045 eV above the valence band, that the neutral fraction there is about $10^{-15}$. In the neutral bulk ionization is less complete, which changes $\phi_F$ slightly but not the implant term. The oxide field at threshold is 0.95 MV/cm at 0 V and 1.5 MV/cm at 3 V. For a 3.1 eV barrier and a tunnelling mass of 0.42 electron masses, the semiclassical transmission at 3 V is about $10^{-44}$, so gate tunnelling is negligible. The band bending of 3.8 V at that bias is well below the breakdown voltage of a planar one-sided junction at this doping, which is of the order of 10 V. Short or narrow channels, where source, drain and edges share the depletion charge, lie outside the one-dimensional model and are not sized here.

Numerical values quoted here were computed with a short program.
